# Current profile of a thin circular wire with diffuse walls

Take a copper wire of radius 4 nm carrying a mean current density of 10 MA/cm². The thin-wire theory below puts 11.8 MA/cm² on its axis and 7.5 MA/cm² at its surface. Yet the metal is the same at both places, and so is the electric field. The ratio of the two densities is $\pi/2$, and it contains neither the radius nor any property of the metal. What differs between axis and surface is the distance an electron has travelled since it last touched the wall.

## Setting and assumptions

The wire is a long cylinder of radius $R$ with axis $z$, much longer than the bulk mean free path $\lambda$, so that nothing depends on $z$. The assumptions are these.

1. Electrons are semiclassical, with a spherical Fermi surface, speed $v$ and one relaxation time $\tau$; $\lambda=v\tau$.
2. The response is linear in the field, and the magnetic field of the current is neglected.
3. The wall is diffuse: at each energy, electrons leave it with an occupation independent of direction, and no net charge crosses it.

In a steady state $\nabla\times\mathbf F=0$. Since the radial field does not depend on $z$, the axial field $F$ cannot depend on $r$: it is uniform over the section.

Let $f_0(\varepsilon)$ be the equilibrium occupation and $f_0+f_1$ the actual one. An electron has charge $-e$, so the force is $-eF$ along $z$. To first order in $F$ the Boltzmann equation is

$$\mathbf v\cdot\nabla f_1-eFv_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

Write $f_1=eF\,(\partial f_0/\partial\varepsilon)\,g$, which defines a length $g$. Let $\theta$ be the angle between the velocity and the axis, so $v_z=v\cos\theta$, and let $\mathbf u$ be the unit vector along the transverse part of the velocity. Division by $v$ gives

$$\sin\theta\,\mathbf u\cdot\nabla g+\frac g\lambda=\cos\theta. \tag{1}$$

The current density is $-e$ times the sum of $v_zf_1$ over states. With $N$ the density of states per volume at the Fermi energy, and $-\partial f_0/\partial\varepsilon$ sharply peaked there,

$$j=e^2FNv\int\frac{d\Omega}{4\pi}\cos\theta\,g.$$

The two minus signs, from the charge and from $\partial f_0/\partial\varepsilon$, cancel. In the bulk $g=\lambda\cos\theta$, and the angular average of $\cos^2\theta$ is $1/3$, so $\sigma_0=e^2Nv\lambda/3$. Eliminating $N$,

$$j=\frac{3\sigma_0F}{4\pi\lambda}\int d\Omega\,\cos\theta\,g. \tag{2}$$

**Theorem.** Let $\kappa=R/\lambda$ and

$$E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\varphi}\,d\varphi ,$$

the complete elliptic integral of the second kind with modulus $k$. Under the assumptions above, as $\kappa\to0$,

$$j(r)=\tfrac32\,\sigma_0F\,\kappa\,E(r/R)\,[1+o(1)], \tag{3}$$

uniformly in $0\le r\le R$. Hence $j(0)/j(R)\to E(0)/E(1)=\pi/2$.

## Two lemmas

**Lemma 1.** Let $\varphi$ be the angle between $\mathbf u$ and the radius vector. Then

$$g=\lambda\cos\theta\left[1-e^{-D/(\lambda\sin\theta)}\right],\qquad D=r\cos\varphi+\sqrt{R^2-r^2\sin^2\varphi}. \tag{4}$$

*Proof.* First find the value of $g$ for electrons leaving the wall. Assumption 3 makes it a constant $C$, fixed by zero net flux. Try $C=0$. The source $\cos\theta$ in (1) then gives a solution odd under $\cos\theta\to-\cos\theta$. An odd $g$ carries no net flux to the wall, so $C=0$ satisfies the condition. The same oddness means that no charge accumulates in the metal.

Now follow an electron backwards. In the cross-section it came from the wall point $\mathbf r-D\mathbf u$, where $|\mathbf r-D\mathbf u|=R$. Squaring gives $D^2-2rD\cos\varphi+r^2-R^2=0$, whose larger root is the $D$ in (4). The path length in space is $L=D/\sin\theta$, because only the fraction $\sin\theta$ of each step is transverse. Along the path (1) reads $dg/ds+g/\lambda=\cos\theta$ with $g=0$ at $s=0$. Its solution at $s=L$ is (4). ∎

Insert (4) in (2), with $d\Omega=\sin\theta\,d\theta\,d\varphi$:

$$j=\frac{3\sigma_0F}{4\pi}\int_0^{2\pi}P(D/\lambda)\,d\varphi,\qquad P(\delta)=\int_0^\pi\sin\theta\cos^2\theta\left(1-e^{-\delta/\sin\theta}\right)d\theta. \tag{5}$$

**Lemma 2.** As $\delta\to0$, with $\gamma=0.577\ldots$ Euler's constant,

$$P(\delta)=\frac{\pi\delta}2-\delta^2\left[\ln\frac2\delta+\frac12-\gamma\right]+o(\delta^2). \tag{6}$$

*Proof.* Put $h(x)=x-1+e^{-x}$, so that $1-e^{-x}=x-h(x)$. The term $x=\delta/\sin\theta$ contributes $\delta\int_0^\pi\cos^2\theta\,d\theta=\pi\delta/2$. For the rest, use symmetry about $\theta=\pi/2$ and $s=\sin\theta$:

$$\frac{\pi\delta}2-P=2\int_0^1s\sqrt{1-s^2}\,h(\delta/s)\,ds.$$

Write $\sqrt{1-s^2}=1+(\sqrt{1-s^2}-1)$. In the second part small $s$ is suppressed, so $h(\delta/s)$ may be replaced by $\delta^2/2s^2$. This leaves $\delta^2A$ with

$$A=\int_0^1\frac{\sqrt{1-s^2}-1}{s}\,ds=-\int_0^1\frac{w}{1+w}\,dw=\ln2-1,\qquad w=\sqrt{1-s^2}.$$

In the first part set $x=\delta/s$, which gives $2\delta^2\int_\delta^\infty h\,x^{-3}dx$. Two integrations by parts, with $h'=1-e^{-x}$ and $h''=e^{-x}$, yield

$$\int_\delta^\infty\frac{h}{x^3}dx=\frac{h(\delta)}{2\delta^2}+\frac{h'(\delta)}{2\delta}+\frac12\int_\delta^\infty\frac{e^{-x}}x\,dx\;\to\;\frac14+\frac12+\frac12\left(\ln\frac1\delta-\gamma\right).$$

Twice this is $\ln(1/\delta)+\frac32-\gamma$. Adding $A$ gives the bracket in (6). ∎

The logarithm comes from the range $\delta\ll\sin\theta\ll1$, that is, from electrons moving nearly along the axis. Their path to the wall is long, and bulk collisions begin to cut it.

## Proof of the theorem

Everywhere $D\le2R$, so $\delta\le2\kappa$. The relative error in replacing $P$ by $\pi\delta/2$ is an average of $h(x)/x$ at $x=\delta/\sin\theta$. Since $h(x)/x$ increases with $x$, this error is largest at $\delta=2\kappa$, where by (6) it vanishes as $\kappa\to0$. The replacement is therefore uniform in $r$ and $\varphi$:

$$j\simeq\frac{3\sigma_0F}{4\pi\lambda}\,\frac\pi2\int_0^{2\pi}D\,d\varphi.$$

The term $r\cos\varphi$ in $D$ integrates to zero. The square root takes the same values in all four quadrants, so its integral is $4R\,E(r/R)$. The prefactor is $\frac{3}{4\pi}\cdot\frac\pi2\cdot4=\frac32$, which is (3). Finally $E(0)=\pi/2$ and $E(1)=\int_0^{\pi/2}\cos\varphi\,d\varphi=1$. ∎

**Remark (meaning of the ratio).** In a thin wire the current measures the mean backward distance to the wall in the cross-section. On the axis that distance is $R$ in every direction. At the surface half the directions come straight from the wall, with $D=0$. The other half arrive along chords $2R\cos\varphi$ of mean length $4R/\pi$. The overall mean is $2R/\pi$, and $R/(2R/\pi)=\pi/2$.

## Total current and shape

**Corollary.** In the thin limit the mean current density is $\bar j=2\kappa\,\sigma_0F$, so that

$$\rho=\rho_0\frac{\lambda}{2R},\qquad \frac{j(0)}{\bar j}=\frac{3\pi}8,\qquad\frac{j(R)}{\bar j}=\frac34. \tag{7}$$

*Proof.* Fix $\mathbf u$ and integrate $D$ over the section first. A chord at distance $y$ from the centre has length $c=2\sqrt{R^2-y^2}$, and along it $D$ runs from 0 to $c$, giving $c^2/2=2(R^2-y^2)$. Integration over $-R<y<R$ gives $8R^3/3$. The $2\pi$ of directions and division by the area $\pi R^2$ turn this into $16R/3$. With the prefactor $3\sigma_0F/(8\lambda)$, $\bar j=2\sigma_0FR/\lambda$. Dividing (3) by $\bar j$ gives $\frac34E(r/R)$, hence the two ratios. ∎

Because $\rho_0\propto1/\lambda$ at fixed electron density, $\lambda$ drops out of the thin-limit resistivity: the wall alone limits the current.

Near the axis, $\sqrt{1-k^2\sin^2\varphi}\simeq1-\frac12k^2\sin^2\varphi$ gives $E\simeq\frac\pi2(1-k^2/4)$, a flat top. Near the wall let $q=1-k^2$. With $w=\cos\varphi$ the integrand of $E$ is $\sqrt{w^2+q(1-w^2)}$, and

$$\frac{dE}{dq}=\frac12\int_0^1\frac{\sqrt{1-w^2}\,dw}{\sqrt{w^2+q(1-w^2)}}\simeq\frac12\left[\ln\frac2{\sqrt q}+A\right]=\frac12\left[\ln\frac4{\sqrt q}-1\right].$$

Here the numerator was again split into 1 and $\sqrt{1-w^2}-1$, with the same integral $A$. Integrating from $q=0$,

$$E\simeq1+\frac q2\left[\ln\frac4{\sqrt q}-\frac12\right]. \tag{8}$$

The slope diverges logarithmically at the wall. The divergence is weak: the outer 1% of the radius holds 5% of the drop from axis to wall, and the outer 10% holds 30% of it.

## How the limit is approached

**Proposition.** For small $\kappa$, with $\Lambda=\ln(2/\kappa)-\gamma$,

$$\frac{j(0)}{j(R)}\simeq\frac\pi2\left\{1+\kappa\left[\left(1-\frac2\pi\right)\Lambda-\frac1\pi\right]\right\}. \tag{9}$$

*Proof.* On the axis $\delta=\kappa$ for all $\varphi$, and (6) gives

$$\int_0^{2\pi}P\,d\varphi=\pi^2\kappa\left[1-\frac{2\kappa}\pi\left(\Lambda+\frac12\right)\right].$$

At the surface $\delta=2\kappa\cos\varphi$ for $|\varphi|<\pi/2$ and zero otherwise. The leading term is $2\pi\kappa$. The correction needs $\int\cos^2\varphi\,d\varphi=\pi/2$ and

$$\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,\ln\cos\varphi\,d\varphi=-\frac\pi2\ln2+\frac\pi4.$$

This follows from $\cos^2\varphi=\frac12(1+\cos2\varphi)$: the first half uses $\int\ln\cos\varphi\,d\varphi=-\pi\ln2$, and the second, integrated by parts, is $\frac12\int\sin^2\varphi\,d\varphi=\pi/4$. The correction is then

$$-4\kappa^2\left[\frac\pi2\left(\ln\frac1\kappa+\frac12-\gamma\right)+\frac\pi2\ln2-\frac\pi4\right]=-2\pi\kappa^2\Lambda,$$

so the surface integral is $2\pi\kappa(1-\kappa\Lambda)$. Dividing and keeping first order in $\kappa$ gives (9). ∎

**The thick wire.** For $\kappa\gg1$ the axis carries the bulk density $\sigma_0F$, up to terms of order $e^{-\kappa}$. At the surface, electrons coming from the wall contribute nothing and those arriving contribute nearly half the bulk current. The missing part comes from grazing arrivals, whose chords are short. At each of the two grazing edges, with $\psi$ the angle from the tangent, $\int_0^\infty e^{-2\kappa\psi/\sin\theta}d\psi=\sin\theta/2\kappa$. Therefore

$$\frac{j(R)}{\sigma_0F}\simeq\frac12-\frac3{4\pi\kappa}\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\frac12-\frac3{32\kappa},\qquad\frac{j(0)}{j(R)}\simeq2+\frac3{8\kappa}.$$

Numerical quadrature of (5) over both angles connects the limits. The ratio is 1.574 at $\kappa=0.001$, 1.594 at 0.01, 1.699 at 0.1, 2.049 at 1, 2.038 at 10 and 2.004 at 100. It overshoots 2 and returns from above, as the term $3/(8\kappa)$ requires.

## The copper wire

Take rough typical values for copper near room temperature: electron density $n=8.5\times10^{22}$ cm⁻³ and $\lambda=40$ nm. For free electrons $N=3n/(mv^2)$ and $mv=\hbar k_F$ with $k_F=(3\pi^2n)^{1/3}$, so $\rho_0=\hbar k_F/(ne^2\lambda)=1.64$ µΩ cm. With $R=4$ nm, $\kappa=0.1$, and (7) gives $\rho=1.644\times40/8=8.22$ µΩ cm. At $\bar j=10$ MA/cm² the axis carries $10\times3\pi/8=11.8$ MA/cm² and the surface $10\times3/4=7.5$ MA/cm².

The full kinetic profile, from quadrature of (5) at the same mean current, is compared here in MA/cm²:

| $r/R$ | thin limit | full, $\kappa=0.1$ |
|---|---|---|
| 0 | 11.8 | 12.0 |
| 0.5 | 11.0 | 11.2 |
| 0.75 | 9.9 | 9.9 |
| 0.9 | 8.8 | 8.6 |
| 1 | 7.5 | 7.1 |

The full ratio is 1.70, about 8% above $\pi/2$. Equation (9) gives 1.66, so it accounts for roughly two thirds of the rise. The resistivity moves more: 10.3 µΩ cm, 26% above the thin limit. A tenth is thus not very small here, because it is multiplied by $\Lambda=2.4$.

## What the model leaves out

**Partly specular walls.** Suppose a fraction $p<1$ of wall collisions is mirror-like. Reflection in a circle preserves both $\theta$ and the chord length $c=2\sqrt{R^2-r^2\sin^2\varphi}$. In the thin limit $D$ is then replaced by $D+pc+p^2c+\cdots=D+pc/(1-p)$. The azimuthal mean of $c$ is twice that of $D$, so the current is multiplied by $1+2p/(1-p)=(1+p)/(1-p)$ at every $r$. The ratio $\pi/2$ survives, provided $\kappa\ll1-p$. At fixed $\kappa$ it does not: for $p=1$ the wall has no effect and the profile is flat. For $\kappa=0.1$ and $p=0.5$ the full ratio is 1.47, already below $\pi/2$, and the resistivity is 4.9 µΩ cm.

**Grain boundaries.** For boundaries normal to the axis, the Mayadas–Shatzkes treatment replaces $1/\lambda$ by $(1+\alpha/|\cos\theta|)/\lambda$. The conventional form is $\alpha=(\lambda/d)\,R_g/(1-R_g)$, with spacing $d$ and a fitted reflection parameter $R_g$. Taking $d=8$ nm and $R_g=0.3$ gives $\alpha=5\times0.3/0.7=2.14$. With diffuse walls the ratio becomes 1.88 and the resistivity 14.5 µΩ cm. This $R_g$ is not the probability of reflection at one boundary. A reflection reverses $v_z$, so boundaries that reflect a fraction $R_b$ at normal incidence relax the current over a length $d(1-R_b)/2R_b$, and $\alpha=2(\lambda/d)\,R_b/(1-R_b)$. The value 2.14 corresponds to $R_b=0.18$, while $R_b=0.3$ gives $\alpha=4.29$, a ratio of 1.99 and about 19 µΩ cm. The shorter effective path moves the wire away from the thin limit.

**Fermi-surface anisotropy.** Let the weight of transverse directions, after the integral over $\theta$, vary as $1+a\cos n(\varphi-\varphi_0)$ with $n$ even, and let the crystal have a mirror plane normal to the axis, so that $g=0$ still holds at the wall. The axis keeps its value, since $D=R$ there. At the surface, in the thin limit, the relative change has magnitude at most

$$\frac a2\left|\int_{-\pi/2}^{\pi/2}\cos\varphi\cos n\varphi\,d\varphi\right|=\frac a{n^2-1}.$$

An assumed $a=0.3$ gives at most 10% for $n=2$ and 2% for $n=4$ in that limit; with the full $P$ at $\kappa=0.1$ the values are 8.8% and 2.4%.

**Quantum blurring.** The Fermi wavelength is 0.46 nm. A hard-walled cylinder of this radius has 713 occupied transverse modes per spin, counted from the zeros of Bessel functions, so treating directions as continuous is reasonable. A classical surface value is less secure: at a hard wall the wave functions vanish, and the local current density with them, so the classical value at $r=R$ is not the density at the wall itself. Half a wavelength inside the wall, at $r/R=0.94$, the classical ratio of axis to local current is 1.41 in the thin limit and 1.48 in the full calculation. The steep skin of (8) is therefore only partly meaningful at this radius.

**Small effects.** The self-field at the wall is $\mu_0\bar jR/2=0.25$ mT, for which the cyclotron radius is 36 mm. The axial field is 103 V/cm and gives an electron 0.41 meV over one mean free path, against $k_BT=26$ meV. Neglecting magnetic bending and using linear response are both sound. At 380 K, with $\lambda\propto1/T$ and all else fixed, the ratio is 1.72.

**Beside real interconnects.** The bulk resistivity is close to that of copper, but a radius of 4 nm is at the small end for copper lines, and 10 MA/cm² is above the few MA/cm² usually allowed in sustained service. Real lines are also roughly rectangular, lined with a barrier layer and polycrystalline. For the values tried here, grain boundaries with $\alpha=2.14$ raise the ratio from 1.70 to 1.88, half-specular walls lower it to 1.47, and two-fold anisotropy could shift it by about a tenth either way. The value $\pi/2$ is the thin-wire limit of the isotropic model for a round section. At a radius of 4 nm these departures, taken one at a time, give a classical current density on the axis some 1.5 to 1.9 times the classical value at the wall. Other values can fall outside this range: boundaries with $\alpha=4.29$ raise the ratio to about 2, and as $p$ approaches 1, the ratio approaches 1.
